\section*{Mean-square displacement and transport mean free path of a scattered electron}

\section*{Question}

A slow electron moves through a uniform, unbounded medium. It starts at the origin and makes $N\ge 1$ straight flights, separated by $N-1$ collisions. Flight $i$ has length $l_i$ and direction $\mathbf u_i$, with $|\mathbf u_i|=1$. The lengths are independent of one another and of the directions, and each has the probability density
\begin{equation}
p(l)=\frac{1}{\lambda}\,e^{-l/\lambda},\qquad l\ge 0 .
\end{equation}
At each collision the direction turns through an angle $\theta$ with $\langle\cos\theta\rangle=g$. The azimuth about the old direction is uniform, and each turn is independent of all earlier ones. The parameters $\lambda$ and $g$ do not change along the path. The final displacement is $\mathbf R=\sum_{i=1}^{N}l_i\mathbf u_i$.

\begin{enumerate}
\item[(a)] Express $\langle R^2\rangle$ through $\lambda$ and the averages $\langle\mathbf u_i\cdot\mathbf u_j\rangle$.
\item[(b)] Find $\langle\mathbf u_i\cdot\mathbf u_j\rangle$.
\item[(c)] Obtain $\langle R^2\rangle$ in closed form for $-1\le g<1$. Examine $N=1$, $N=2$, $g=0$, $g=-1$ and $g\to1$.
\item[(d)] The transport mean free path $\lambda_{\rm tr}$ is the limit, as $N\to\infty$, of the mean advance $\langle\mathbf R\cdot\mathbf u_1\rangle$ along the first direction. Find it for $|g|<1$. Show how it governs $\langle R^2\rangle$ at large $N$, and state how large $N$ must be.
\item[(e)] Let the total path length $s$ be fixed instead of $N$. Find $\langle R^2\rangle$, and from it the diffusion coefficient of an electron of constant speed $v$.
\item[(f)] How does the answer to (c) change if every flight has the same length $\lambda$?
\item[(g)] Take an electron of 3 eV in an organic resist for extreme-ultraviolet (EUV) lithography, with $\lambda=0.5$ nm, $g=0.4$ and $N=20$. Evaluate the results of (c) to (e).
\item[(h)] Estimate the main effects that the model leaves out in this example, and say what the calculated distance represents.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Expansion of the square}

Separating the terms with $i=j$ from the pairs with $i\ne j$, and counting each pair once with a factor 2, gives
\begin{equation}
R^2=\sum_{i=1}^{N}l_i^2+2\sum_{i<j}l_il_j\,\mathbf u_i\cdot\mathbf u_j .
\end{equation}
The mean length is $\langle l\rangle=\lambda$. Integration by parts gives the second moment:
\begin{align}
\langle l^2\rangle
&=\int_0^\infty \frac{l^2}{\lambda}e^{-l/\lambda}\,dl
=\left[-l^2e^{-l/\lambda}\right]_0^\infty+2\int_0^\infty l\,e^{-l/\lambda}\,dl\nonumber\\
&=0+2\lambda\langle l\rangle=2\lambda^2 .
\end{align}
For $i\neq j$, independence gives $\langle l_il_j\,\mathbf u_i\cdot\mathbf u_j\rangle=\lambda^2\langle\mathbf u_i\cdot\mathbf u_j\rangle$. Therefore
\begin{equation}
\langle R^2\rangle=2N\lambda^2+2\lambda^2\sum_{i<j}\langle\mathbf u_i\cdot\mathbf u_j\rangle .
\label{eq:expand}
\end{equation}

\subsection*{(b) Memory of direction}

After a collision the new direction is
\begin{equation}
\mathbf u_{j+1}=\cos\theta\,\mathbf u_j+\sin\theta\,\mathbf e ,
\end{equation}
where $\mathbf e$ is a unit vector perpendicular to $\mathbf u_j$. Because the azimuth is uniform, $\mathbf e$ averages to zero, and the mean of $\mathbf u_{j+1}$ for a given history is $g\,\mathbf u_j$. For $i\le j$, taking the scalar product with $\mathbf u_i$ and averaging over the history gives
\begin{equation}
\langle\mathbf u_i\cdot\mathbf u_{j+1}\rangle=g\,\langle\mathbf u_i\cdot\mathbf u_j\rangle .
\end{equation}
Starting from $\mathbf u_i\cdot\mathbf u_i=1$ and applying this relation $j-i$ times, one finds
\begin{equation}
\langle\mathbf u_i\cdot\mathbf u_j\rangle=g^{\,j-i},\qquad j\ge i .
\label{eq:memory}
\end{equation}
Each collision multiplies the mean memory of the direction by $g$. No other property of the angular law enters, so two laws with equal $g$ give the same $\langle R^2\rangle$. The full distribution of $\mathbf R$ may still differ between them.

\subsection*{(c) Closed form}

There are $N-k$ pairs with separation $j-i=k$. The pair sum in (\ref{eq:expand}) is therefore
\begin{equation}
S=\sum_{k=1}^{N-1}(N-k)g^k .
\end{equation}
Multiplying by $g$ and renaming the index gives
\begin{equation}
gS=\sum_{k=2}^{N}(N-k+1)g^k .
\end{equation}
In $S-gS$ the term $k=1$ is $(N-1)g$, and every power from $k=2$ to $k=N$ has coefficient $-1$. Writing $(N-1)g=Ng-g$ completes the geometric sum:
\begin{equation}
(1-g)S=Ng-\sum_{k=1}^{N}g^k=Ng-\frac{g(1-g^N)}{1-g}.
\end{equation}
Dividing by $1-g$ and using $N+Ng/(1-g)=N/(1-g)$, we obtain
\begin{equation}
\boxed{\;\langle R^2\rangle_N=2\lambda^2\left[\frac{N}{1-g}-\frac{g(1-g^N)}{(1-g)^2}\right]\;}
\label{eq:main}
\end{equation}

For $N=1$ the bracket is $(1-g)/(1-g)=1$, which returns $\langle l^2\rangle=2\lambda^2$. For $N=2$, since $1-g^2=(1-g)(1+g)$, the bracket is
\begin{equation}
\frac{2-g(1+g)}{1-g}=\frac{(1-g)(2+g)}{1-g}=2+g ,
\end{equation}
in agreement with two squares and one pair. For $g=0$ the directions are uncorrelated and $\langle R^2\rangle=2N\lambda^2$.

For $g=-1$ every collision reverses the motion, and
\begin{equation}
\langle R^2\rangle_N=\lambda^2\left[N+\frac{1-(-1)^N}{2}\right].
\end{equation}
This is the variance $N\lambda^2$ of an alternating sum of lengths, plus the square of its mean, which is $0$ for even $N$ and $\lambda$ for odd $N$.

For $g\to1$ it is simplest to return to the finite sum, where $S\to\sum_{k=1}^{N-1}(N-k)=N(N-1)/2$. Then
\begin{equation}
\langle R^2\rangle_N\to2\lambda^2\left[N+\frac{N(N-1)}{2}\right]=N(N+1)\lambda^2 .
\end{equation}
The electron now moves on a straight line. The term $N^2\lambda^2$ is the square of its mean path, and $N\lambda^2$ is the variance of that path.

\subsection*{(d) Transport mean free path and large $N$}

From (\ref{eq:memory}), flight $i$ advances the electron along $\mathbf u_1$ by $\lambda g^{i-1}$ on average. Summing over flights,
\begin{equation}
\langle\mathbf R\cdot\mathbf u_1\rangle=\lambda\sum_{i=1}^{N}g^{i-1}
=\lambda\,\frac{1-g^N}{1-g}.
\end{equation}
For $|g|<1$ the power $g^N$ vanishes as $N\to\infty$, so
\begin{equation}
\lambda_{\rm tr}=\frac{\lambda}{1-g}.
\end{equation}
Forward scattering ($g>0$) makes this distance longer than one flight, and backward scattering ($g<0$) makes it shorter.

Taking the factor $N/(1-g)$ out of (\ref{eq:main}) gives
\begin{equation}
\langle R^2\rangle_N=2\lambda_{\rm tr}(N\lambda)
\left[1-\frac{g(1-g^N)}{N(1-g)}\right].
\label{eq:ratio}
\end{equation}
At fixed $|g|<1$ the last term falls as $1/N$, and therefore
\begin{equation}
\langle R^2\rangle_N\simeq2\lambda_{\rm tr}(N\lambda),
\qquad N\gg\frac{|g|}{1-g}.
\end{equation}
Here $N\lambda$ is the mean total path. The difference between the exact result and this asymptote tends to the constant $-2g\lambda_{\rm tr}^2$, so for $g\ne0$ the relative error tends to zero as $N\to\infty$ while the absolute one does not. For $g<0$ the approach need not be steady, because $g^N$ alternates in sign. The condition on $N$ becomes severe as $g\to1$. If $N(1-g)\ll1$, the electron has hardly turned, and the straight-line limit of part (c) applies instead.

\subsection*{(e) Fixed path length and diffusion}

With exponential flights, collisions occur at a constant rate $1/\lambda$ per unit path. The number $n$ of collisions in a path interval $x$ is then Poisson distributed with mean $x/\lambda$. Each collision contributes a factor $g$, so the directions at the two ends of the interval have the correlation
\begin{equation}
C(x)=\sum_{n=0}^{\infty}e^{-x/\lambda}\frac{(x/\lambda)^n}{n!}\,g^n
=e^{-(1-g)x/\lambda}=e^{-x/\lambda_{\rm tr}} .
\end{equation}
The displacement is the integral of the direction along the path. In the double integral for its square, pairs of points a distance $x$ apart have weight $2(s-x)$. Integrating by parts,
\begin{align}
\langle R^2\rangle_s&=2\int_0^s(s-x)e^{-x/\lambda_{\rm tr}}\,dx\nonumber\\
&=2\left[-\lambda_{\rm tr}(s-x)e^{-x/\lambda_{\rm tr}}\right]_0^s
-2\lambda_{\rm tr}\int_0^s e^{-x/\lambda_{\rm tr}}\,dx\nonumber\\
&=2\lambda_{\rm tr}\left[s-\lambda_{\rm tr}\left(1-e^{-s/\lambda_{\rm tr}}\right)\right].
\label{eq:path}
\end{align}
For $s\ll\lambda_{\rm tr}$, expanding the exponential to second order gives $\langle R^2\rangle_s\simeq s^2$, which is free flight. For $s\gg\lambda_{\rm tr}$ the slope is $2\lambda_{\rm tr}$, the same as at fixed $N$ when $s=N\lambda$. The constant offsets differ: $-2\lambda_{\rm tr}^2$ here and $-2g\lambda_{\rm tr}^2$ at fixed $N$. The fixed-$N$ value is thus larger by $2(1-g)\lambda_{\rm tr}^2=2\lambda\lambda_{\rm tr}$ at long paths.

For a density $n(\mathbf r,t)$ normalized to one and obeying $\partial n/\partial t=D\nabla^2n$, two integrations by parts give
\begin{equation}
\frac{d\langle R^2\rangle}{dt}=D\int r^2\nabla^2n\,d^3r
=D\int n\,\nabla^2r^2\,d^3r=6D .
\end{equation}
With $s=vt$, the long-path slope is $2\lambda_{\rm tr}v$. Equating the two,
\begin{equation}
D=\tfrac13\,v\lambda_{\rm tr}.
\end{equation}

\subsection*{(f) Flights of equal length}

Now $\langle l^2\rangle=\lambda^2$ instead of $2\lambda^2$, while the pair terms, which contain the mean length alone, are unchanged. Expression (\ref{eq:main}) is lowered by $N\lambda^2$. The large-$N$ slope per flight becomes
\begin{equation}
\lambda^2\left[\frac{2}{1-g}-1\right]=\lambda^2\,\frac{1+g}{1-g}.
\end{equation}
The mean advance, and hence $\lambda_{\rm tr}$, is the same as before, but $\langle R^2\rangle\simeq2\lambda_{\rm tr}(N\lambda)$ no longer holds. That relation depends on the spread of the flight lengths as well as on the scattering angles.

\subsection*{(g) Numerical example}

The transport mean free path is $0.5/0.6=0.833$ nm. Since $0.4^{20}$ is about $10^{-8}$, it can be dropped, and
\begin{equation}
\langle R^2\rangle=2(0.5)^2\left[\frac{20}{0.6}-\frac{0.4}{0.36}\right]{\rm nm}^2
=0.5\,(33.33-1.11)\,{\rm nm}^2=16.11\ {\rm nm}^2 .
\end{equation}
The root-mean-square (rms) distance is 4.01 nm, reached along a mean path of 10 nm. The asymptote gives $2(0.833)(10)=16.67$ nm$^2$, or 4.08 nm. It exceeds the exact mean square by 3.4\%. The approach to the limit at the same $\lambda$ and $g$ is:

\begin{center}
\begin{tabular}{rcc}
$N$ & exact $\langle R^2\rangle$ (nm$^2$) & exact/asymptote\\
1 & 0.50 & 0.600\\
2 & 1.20 & 0.720\\
5 & 3.62 & 0.868\\
20 & 16.11 & 0.967\\
100 & 82.78 & 0.993
\end{tabular}
\end{center}

By (\ref{eq:ratio}), the shortfall relative to the asymptote is close to $0.4/(0.6N)=0.667/N$. It drops below 1\% from $N=67$.

Simulated random walks test these statements. For $N=20$, the Henyey--Greenstein angular law with $g=0.4$ gives $16.06\pm0.05$ nm$^2$, and a law with the single value $\cos\theta=0.4$ gives $16.07\pm0.04$ nm$^2$. The uncertainties are one standard error. Both agree with 16.11 nm$^2$, although the two angular laws are very different. Equal flights give $11.12\pm0.03$ nm$^2$, against $16.11-20(0.25)=11.11$ nm$^2$ from part (f).

For a fixed path of 10 nm, (\ref{eq:path}) gives $2(0.833)(10-0.833)=15.28$ nm$^2$, and the walks give $15.25\pm0.05$ nm$^2$. The difference from the fixed-$N$ value is $2\lambda\lambda_{\rm tr}=0.83$ nm$^2$, as derived in (e).

With the free-electron mass, 3 eV corresponds to $v=1.03\times10^6$ m/s. Then $D=v\lambda_{\rm tr}/3=2.9$ cm$^2$/s, and the mean duration of the 20 flights is 9.7 fs.

\subsection*{(h) What the model leaves out}

In an EUV resist, absorbed photons release electrons that produce slower secondaries, and these can trigger chemistry away from the point of absorption. The values of $\lambda$ and $g$ used here are round numbers chosen for illustration, not measured properties of a particular resist. The estimates below also use rough inputs. Those for energy loss and for trapping are made separately, while the escape estimate for the parent cation combines cooling with the attraction.

\paragraph{Energy loss.} Suppose each collision removes 0.05 eV to vibrations. The 19 collisions then take 0.95 eV, about a third of the initial energy. If flight $i$ has its own mean length $\lambda_i$, the steps of (a) and (b) give
\begin{equation}
\langle R^2\rangle=2\sum_i\lambda_i^2+2\sum_{i<j}\lambda_i\lambda_jg^{\,j-i}.
\end{equation}
Let $E_i$ be the energy during flight $i$, and keep $\lambda_1=\lambda=0.5$ nm and $g=0.4$. With the trial law $\lambda_i\propto E_i^{1/2}$ the mean square falls by 16\%. With $\lambda_i\propto E_i^{-1/2}$ it rises by 20\%. Even the sign therefore depends on how the scattering varies with energy.

\paragraph{Trapping.} Let each collision capture the electron with probability $q=0.02$. A fraction $0.98^{19}=0.68$ completes all 20 flights. Averaged over all stopping points,
\begin{equation}
\langle R^2\rangle=(1-q)^{N-1}\langle R^2\rangle_N+\sum_{m=1}^{N-1}q(1-q)^{m-1}\langle R^2\rangle_m ,
\end{equation}
which is 13.3 nm$^2$, a reduction of 17\%.

\paragraph{The parent cation.} Ionization leaves a positive charge behind. With relative permittivity $\varepsilon_r=3$, its attraction energy $e^2/(4\pi\varepsilon_0\varepsilon_rr)$ is 0.96 eV at $r=\lambda$ and 0.12 eV at the rms distance. The first is a third of the kinetic energy, so the earliest flights are not free. A uniform permittivity is itself crude at 0.5 nm.

The attraction matters more once the electron has cooled. At 0.05 eV per collision, 60 collisions remove the full 3 eV. With $\lambda$ held constant and the attraction ignored during cooling, (\ref{eq:main}) gives an rms distance of 7.0 nm after 60 flights. At 300 K the attraction equals $k_BT$ at the Onsager radius
\begin{equation}
r_c=\frac{e^2}{4\pi\varepsilon_0\varepsilon_rk_BT}=18.6\ {\rm nm}.
\end{equation}
For thermal diffusion with the Einstein relation, no applied field and an isolated pair, the probability $P(r)$ of escape from distance $r$ obeys
\begin{equation}
P''+\left(\frac2r-\frac{r_c}{r^2}\right)P'=0
\quad\Longrightarrow\quad
\frac{d}{dr}\left(r^2e^{r_c/r}P'\right)=0 .
\end{equation}
Hence $P'\propto r^{-2}e^{-r_c/r}$. With $P(0)=0$ and $P(\infty)=1$, integration gives $P=e^{-r_c/r}$. At 7.0 nm this is 0.07, and averaging over the simulated end points also gives 0.07. These figures take 3 eV as the energy left after the electron has escaped the strong attraction near the cation. If 0.96 eV of the 3 eV must first be spent on leaving it, about 41 collisions remain, and the same formulas give 5.8 nm and 0.04. The probability also depends on how $\lambda$ varies during cooling: the trial laws $\lambda_i\propto E_i^{1/2}$ and $\lambda_i\propto E_i^{-1/2}$, continued through all 60 flights, give roughly 0.03 and 0.2 when $P$ is averaged over the end points. The formula $P=e^{-r_c/r}$ also requires a thermal free path much shorter than $r_c$. This fails for $\lambda_i\propto E_i^{-1/2}$, which at the thermal energy $\tfrac32k_BT$ gives $\lambda=4.4$ nm and $\lambda_{\rm tr}=7.3$ nm. Flights of that length, followed in the Coulomb field with thermalizing collisions, raise the escape probability for this law to about 0.3 to 0.35. The end points in all these figures leave out the pull of the cation on the later flights of the cooling stage. Within this estimate, most cooled electrons return to their cation unless they are trapped or react first.

\paragraph{Surfaces and waves.} For an isotropic initial direction, the rms displacement along one axis is $4.01/\sqrt3=2.3$ nm. In a film 30 nm thick, $2(2.3)/30$, or about 15\%, of uniformly distributed starting points lie within that distance of a face, where the unbounded medium is a poor assumption.

The electron wavelength is 0.71 nm, longer than $\lambda$ and than the spacing of neighbouring atoms. The electron therefore does not meet atoms one at a time, and $\lambda$ and $g$ must be read as effective parameters of the dense medium. With wave number $k$, one finds $k\lambda_{\rm tr}=7.4$. In three dimensions, interference between scattering paths first corrects diffusion at order $1/(k\lambda_{\rm tr})\approx0.14$, with further terms of order $1/(k\lambda_{\rm tr})^2\approx0.02$. For isotropic point scatterers with mean free path $\ell$, the paths that visit two scatterers in opposite order alone contribute about $\pi/(6k\ell)$ at large $k\ell$, and about 0.05 at $k\ell=7.4$. These are scales, not a calculated correction for this medium, and they do not by themselves justify the picture of classical flights. The scale also grows as the electron cools. At 0.1 eV, with $\lambda_{\rm tr}$ unchanged, $k\lambda_{\rm tr}$ is only 1.35 and interference is no longer a small effect. A second measure is the energy broadening due to collisions, $\hbar v/\lambda=2E/(k\lambda)$. It is already 1.4 eV at 3 eV, and it exceeds $E$ itself once $k\lambda<2$, which means below 0.61 eV. By this measure the last 12 of the 60 flights in the 7.0 nm cooling estimate lie outside the classical picture, and that distance is only a rough guide.

The 4 nm found in (g) is thus the rms range of the first 20 flights in a model of constant energy. It is not a prediction of resist blur, which also depends on the earlier electron cascade, later cooling, capture and chemistry.

\section*{Calculated quantities}
\begin{verbatim}
mean flight length lambda = 0.50 nm
mean scattering cosine g = 0.40
number of flights N = 20
electron energy = 3.0 eV
second moment of flight length = 0.5000 nm^2
transport mean free path = 0.8333 nm
half large-N slope of pair sum = 0.8333 nm
exact mean-square displacement = 16.1111 nm^2
asymptotic mean square = 16.6667 nm^2
exact rms displacement = 4.014 nm
asymptotic rms displacement = 4.082 nm
asymptote exceeds exact by 3.45 %
mean advance on first axis = 0.8333 nm
N=1: exact 0.5000 nm^2, exact/asymptote 0.6000
N=2: exact 1.2000 nm^2, exact/asymptote 0.7200
N=5: exact 3.6168 nm^2, exact/asymptote 0.8680
N=20: exact 16.1111 nm^2, exact/asymptote 0.9667
N=100: exact 82.7778 nm^2, exact/asymptote 0.9933
asymptote within 1 % of itself from N = 67
walk Henyey-Greenstein, g=0.4: 16.056 +- 0.045 nm^2
walk fixed cone, g=0.4: 16.068 +- 0.044 nm^2
walk backward HG, g=-0.5: 6.787 +- 0.021 nm^2
equal flights, formula = 11.1111 nm^2
equal flights, cone walk = 11.117 +- 0.025 nm^2
mean total path N lambda = 10.0 nm
fixed path, formula = 15.2778 nm^2
fixed path, walk = 15.246 +- 0.046 nm^2
electron speed = 1.027e+06 m/s
diffusion coefficient = 2.854 cm^2/s
mean time for N flights = 9.73 fs
assumed energy loss per collision = 0.05 eV
energy lost in N-1 collisions = 0.95 eV
lambda ~ E^+0.5: 13.559 nm^2, change -15.8 %
lambda ~ E^-0.5: 19.384 nm^2, change +20.3 %
assumed trapping per collision = 0.02
fraction completing N flights = 0.681
mean square with trapping = 13.301 nm^2, change -17.4 %
assumed relative permittivity = 3.0
cation attraction at lambda = 0.960 eV
cation attraction at rms distance = 0.120 eV
thermal energy at 300 K = 0.0259 eV
Onsager radius at 300 K = 18.57 nm
collisions to lose all energy = 60
rms distance after 60 flights = 7.03 nm
escape probability from that rms = 0.071
escape probability, walk average = 0.068
assumed film thickness = 30 nm
rms displacement along one axis = 2.32 nm
film share within that of a face = 0.154
electron wavelength = 0.708 nm
k lambda_tr = 7.39
interference scale 1/(k lambda_tr)^2 = 0.0183
\end{verbatim}
